# Gaunt Coefficients for Real Spherical Harmonics from the Complex Ones: verification in Python

```python
# Gaunt coefficients of real spherical harmonics from complex ones.
# Y_l^m: complex harmonics, Condon-Shortley phase.  mu=|m|.
# S_{l,0}=Y_l^0, S_{l,+mu}=[(-1)^mu Y^mu + Y^-mu]/sqrt2 (cosine type),
# S_{l,-mu}=[(-1)^mu Y^mu - Y^-mu]/(i sqrt2) (sine type);  S = U Y.
# G = int Y Y Y dOmega, R = int S S S dOmega.
# Result under test: R=0 unless l1+l2+l3 even, triangle, one mu is the sum of the
# other two, and the number of sine factors is even.  With mu1=mu2+mu3,
# R = Phi*T, T=(-1)^mu1 G(l1 mu1,l2 -mu2,l3 -mu3), Phi=1 if any mu=0,
# Phi=-1/sqrt2 if the two smaller-mu factors are the sines, else +1/sqrt2.
# R is permutation symmetric.  One-shell Coulomb integrals (hartree):
# (ab|cd)=sum_k 4pi/(2k+1) F^k sum_q R(a,b,kq) R(c,d,kq), F^k Slater integrals.
import itertools
from fractions import Fraction
from functools import lru_cache
from math import factorial as fac, sqrt, pi
import numpy as np
import sympy as sp
from numpy.polynomial import legendre
from scipy import integrate, special, constants
from pyscf import gto

LMAX = 6
states = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]
NS = len(states)
idx = lambda l, m: l * l + l + m
par = lambda n: -1 if n % 2 else 1
xs = sp.Symbol('x')

@lru_cache(None)
def rodrigues_poly(l, m):
    # polynomial p with P_l^m = (-1)^m p(x) sin^|m|, Rodrigues form for both signs of m
    p = sp.Poly((xs**2 - 1)**l, xs)
    for _ in range(l + m):
        p = p.diff(xs)
    if m < 0:
        p, rem = sp.div(p, sp.Poly((1 - xs**2)**(-m), xs))
        assert rem.is_zero
    return [float(c) / (2**l * fac(l)) for c in p.all_coeffs()]

def complex_Y(l, m, z, phi):
    norm = sqrt((2 * l + 1) / (4 * pi) * fac(l - m) / fac(l + m))
    return (norm * par(m) * np.polyval(rodrigues_poly(l, m), z)
            * np.sqrt(1 - z * z)**abs(m) * np.exp(1j * m * phi))

def real_S(l, m, z, phi):
    # Cartesian construction, independent of complex_Y
    mu = abs(m)
    s = np.sqrt(1 - z * z)
    w = (s * np.cos(phi) + 1j * s * np.sin(phi))**mu
    a = sqrt((2 * l + 1) / (4 * pi) * fac(l - mu) / fac(l + mu)) \
        * legendre.Legendre.basis(l).deriv(mu)(z)
    return a if m == 0 else sqrt(2) * a * (w.real if m > 0 else w.imag)

@lru_cache(None)
def threej(a, b, c, ma, mb, mc):
    # Racah sum in exact rational arithmetic, so zeros are exact
    if ma + mb + mc or c < abs(a - b) or c > a + b:
        return 0.0
    tot = Fraction(0)
    for t in range(a + b + c + 1):
        args = (t, c - b + t + ma, c - a + t - mb, a + b - c - t, a - t - ma, b - t + mb)
        if min(args) >= 0:
            den = 1
            for v in args:
                den *= fac(v)
            tot += Fraction(par(t), den)
    pref = Fraction(fac(a + b - c) * fac(a - b + c) * fac(b + c - a), fac(a + b + c + 1)) \
        * fac(a + ma) * fac(a - ma) * fac(b + mb) * fac(b - mb) * fac(c + mc) * fac(c - mc)
    return par(a - b - mc) * float(tot) * sqrt(pref)

def gaunt_complex(l1, m1, l2, m2, l3, m3):
    return (sqrt((2 * l1 + 1) * (2 * l2 + 1) * (2 * l3 + 1) / (4 * pi))
            * threej(l1, l2, l3, 0, 0, 0) * threej(l1, l2, l3, m1, m2, m3))

def phi_factor(ms):
    mus = [abs(m) for m in ms]
    if 2 * max(mus) != sum(mus) or sum(m < 0 for m in ms) % 2:
        return 0.0
    if min(mus) == 0:
        return 1.0
    lead = mus.index(max(mus))
    return -1 / sqrt(2) if (ms[lead] > 0 and min(ms) < 0) else 1 / sqrt(2)

def lead_first(trip):
    mus = [abs(m) for _, m in trip]
    k = mus.index(max(mus))
    return [trip[k]] + [t for j, t in enumerate(trip) if j != k]

def polar_factor(trip):
    (l1, m1), (l2, m2), (l3, m3) = lead_first(trip)
    return par(m1) * gaunt_complex(l1, abs(m1), l2, -abs(m2), l3, -abs(m3))

U = np.zeros((NS, NS), complex)
for l, m in states:
    mu = abs(m)
    if m == 0:
        U[idx(l, 0), idx(l, 0)] = 1
    else:
        u = 1 / sqrt(2) if m > 0 else -1j / sqrt(2)
        U[idx(l, m), idx(l, mu)] = par(mu) * u
        U[idx(l, m), idx(l, -mu)] = np.conj(u)

# product grid exact for polynomials of degree 3*LMAX on the sphere
zg, wz = legendre.leggauss(12)
pg = 2 * pi * np.arange(24) / 24
Z, PH = [a.ravel() for a in np.meshgrid(zg, pg, indexing='ij')]
W = np.repeat(wz, 24) * 2 * pi / 24
Yg = np.array([complex_Y(l, m, Z, PH) for l, m in states])
Sg = np.array([real_S(l, m, Z, PH) for l, m in states])
TOL = 1e-11
neg = np.array([idx(l, -m) for l, m in states])
cs = np.array([par(m) for l, m in states])
assert abs((Yg.conj() * W) @ Yg.T - np.eye(NS)).max() < TOL
assert abs((Sg * W) @ Sg.T - np.eye(NS)).max() < TOL
assert abs(Yg.conj() - cs[:, None] * Yg[neg]).max() < TOL
assert abs(U @ U.conj().T - np.eye(NS)).max() < 1e-14
assert abs(U @ Yg - Sg).max() < TOL
triple = lambda A, B, C: ((A[:, None, :] * B[None, :, :] * W).reshape(NS * NS, -1) @ C.T).reshape(NS, NS, NS)
G_quad, R_quad = triple(Yg, Yg, Yg), triple(Sg, Sg, Sg)

G_form = np.zeros((NS, NS, NS))
R_form = np.zeros((NS, NS, NS))
allowed = np.zeros((NS, NS, NS), bool)
max_im_odd = 0.0
for (i, a), (j, b), (k, c) in itertools.product(enumerate(states), repeat=3):
    if a[1] + b[1] + c[1] == 0:
        G_form[i, j, k] = gaunt_complex(*a, *b, *c)
    ph = phi_factor((a[1], b[1], c[1]))
    if ph:
        R_form[i, j, k] = ph * polar_factor([a, b, c])
    mus = [abs(a[1]), abs(b[1]), abs(c[1])]
    if (a[0] + b[0] + c[0]) % 2 or not abs(a[0] - b[0]) <= c[0] <= a[0] + b[0] \
            or 2 * max(mus) != sum(mus):
        continue
    nsine = (a[1] < 0) + (b[1] < 0) + (c[1] < 0)
    allowed[i, j, k] = nsine % 2 == 0
    if max(mus) > 0:
        # the two surviving terms of the U sum are complex conjugates
        t = lead_first([a, b, c])
        rows = [idx(*s) for s in t]
        cols = [idx(s[0], sg * abs(s[1])) for s, sg in zip(t, (1, -1, -1))]
        flip = [neg[q] for q in cols]
        h = np.prod(U[rows, cols]) * G_quad[tuple(cols)]
        hf = np.prod(U[rows, flip]) * G_quad[tuple(flip)]
        assert abs(hf - np.conj(h)) < TOL and abs(2 * h.real - R_quad[i, j, k]) < TOL
        if nsine % 2:
            assert abs(h.real) < TOL
            max_im_odd = max(max_im_odd, abs(h.imag))
assert max_im_odd > 0.05
errG = abs(G_quad - G_form).max()
errR = abs(R_quad - R_form).max()
assert errG < TOL and errR < TOL
assert abs(G_quad - G_quad[np.ix_(neg, neg, neg)]).max() < TOL
R_usum = np.einsum('ia,jb,kc,abc->ijk', U, U, U, G_form, optimize=True)
assert abs(R_usum - R_quad).max() < TOL
for p in itertools.permutations(range(3)):
    assert abs(R_form - R_form.transpose(p)).max() < 1e-13
    assert abs(G_form - G_form.transpose(p)).max() < 1e-13
M_quad = triple(Yg.conj(), Yg, Yg)
asym = abs(M_quad - M_quad.transpose(1, 0, 2)).max()
assert asym > 0.1

# azimuthal factor against a direct average
pf = 2 * pi * np.arange(64) / 64
az = lambda m: np.ones(64) if m == 0 else sqrt(2) * (np.cos(m * pf) if m > 0 else np.sin(-m * pf))
for ms in itertools.product(range(-8, 9), repeat=3):
    assert abs(np.mean(az(ms[0]) * az(ms[1]) * az(ms[2])) - phi_factor(ms)) < 1e-12

# rules are necessary, not sufficient; no rule on the signed sum of m
nonzero = abs(R_quad) > 1e-9
assert abs(R_quad[nonzero]).min() > 1e-6 and abs(R_quad[~nonzero]).max() < TOL
assert not (nonzero & ~allowed).any()
assert ((allowed & ~nonzero) == (allowed & (R_form == 0))).all()
assert (allowed & ~nonzero).sum() > 0
marr = np.array([m for _, m in states])
msum = marr[:, None, None] + marr[None, :, None] + marr[None, None, :]
assert (nonzero & (msum != 0)).any()
assert abs(R_quad[idx(1, 1), idx(1, -1), idx(2, 0)]) < TOL
for l, m in states:
    f = sqrt(5 / (4 * pi)) * (l * (l + 1) - 3 * m * m) / ((2 * l - 1) * (2 * l + 3))
    assert abs(R_quad[idx(l, m), idx(l, m), idx(2, 0)] - f) < TOL

# product expansion, mirror parity and addition theorem at random points
rng = np.random.default_rng(1)
zr, pr = rng.uniform(-1, 1, 40), rng.uniform(0, 2 * pi, 40)
Sr = np.array([real_S(l, m, zr, pr) for l, m in states])
assert abs(Sr[:16, None] * Sr[None, :16] - R_form[:16, :16] @ Sr).max() < TOL
Sm = U @ np.array([complex_Y(l, m, zr, -pr) for l, m in states])
assert abs(Sm - np.where(marr < 0, -1, 1)[:, None] * Sr).max() < TOL
st = np.sqrt(1 - zr**2)
vec = np.array([st * np.cos(pr), st * np.sin(pr), zr]).T
for k in range(LMAX + 1):
    blk = Sr[k * k:(k + 1)**2]
    ref = (2 * k + 1) / (4 * pi) * special.eval_legendre(k, vec @ vec.T)
    assert abs(blk.T @ blk - ref).max() < TOL

# one Gaussian shell: Gaunt-Slater formula against analytic pyscf integrals
alpha = 1.0
def shell(l):
    b = 2 * alpha
    n2 = 2 * b**(l + 1.5) / special.gamma(l + 1.5)
    F, coef = {}, {}
    sl = slice(l * l, (l + 1)**2)
    for k in range(0, 2 * l + 1, 2):
        a = (2 * l + 3 + k) / 2
        inner = lambda r: 0.5 * b**(-a) * special.gamma(a) * special.gammainc(a, b * r * r)
        F[k] = 2 * n2**2 * integrate.quad(
            lambda r: r**(2 * l + 1 - k) * np.exp(-b * r * r) * inner(r),
            0, 10, epsabs=1e-15, epsrel=1e-12, limit=200)[0]
        Rk = R_form[sl, sl, k * k:(k + 1)**2]
        coef[k] = 4 * pi / (2 * k + 1) * np.einsum('abq,cdq->abcd', Rk, Rk)
    eri = sum(F[k] * coef[k] for k in F)
    mol = gto.M(atom='H 0 0 0', basis={'H': [[l, [alpha, 1.0]]]}, spin=1, verbose=0)
    r0 = 0.9
    ao = mol.eval_gto('GTOval_sph', r0 * vec).T
    mine = sqrt(n2) * r0**l * np.exp(-alpha * r0**2) * Sr[sl]
    sg = np.sign((ao * mine).sum(1))
    assert abs(ao * sg[:, None] - mine).max() < 1e-10
    n = 2 * l + 1
    ref = mol.intor('int2e').reshape(n, n, n, n) * np.einsum('a,b,c,d->abcd', sg, sg, sg, sg)
    assert abs(eri - ref).max() < 1e-10
    for q in np.argwhere(abs(ref) > 1e-9):
        assert (q < l).sum() % 2 == 0
    return sqrt(n2), F, coef, eri, ref
Nd, F, coef, eri, ref = shell(2)
_, _, _, eri_f, ref_f = shell(3)
A, B, C = F[0] - 49 * F[4] / 441, F[2] / 49 - 5 * F[4] / 441, 35 * F[4] / 441
xy, yz, z2, xz, x2 = range(5)
for a in range(5):
    assert abs(ref[a, a, a, a] - (A + 4 * B + 3 * C)) < 1e-10
    for b in range(a):
        assert abs(ref[a, a, b, b] - (ref[a, a, a, a] - 2 * ref[a, b, a, b])) < 1e-10
for (a, b), nB in {(xy, x2): 0, (z2, xz): 1, (xy, xz): 3, (z2, xy): 4}.items():
    assert abs(ref[a, b, a, b] - (nB * B + C)) < 1e-10
contrib = [states[k] for k in np.flatnonzero(nonzero[idx(2, -2), idx(2, 2)])]
assert contrib == [(4, -4)]

print(f"l max = {LMAX}, ordered triples = {NS**3}")
print(f"allowed by rules = {allowed.sum()}, nonzero = {nonzero.sum()}, extra zeros = {(allowed & ~nonzero).sum()}")
print(f"nonzero R with m1+m2+m3 != 0: {(nonzero & (msum != 0)).sum()}")
print(f"smallest nonzero |R| = {abs(R_quad[nonzero]).min():.3e}")
print(f"max error vs quadrature: G {errG:.1e}, R {errR:.1e}")
print(f"max asymmetry of <Y1|Y2|Y3> under 1<->2 = {asym:.6f}")
print(f"max |Im h| cancelled for odd sine number = {max_im_odd:.6f}")
print(f"G(1 1,1 -1,2 0) = {gaunt_complex(1, 1, 1, -1, 2, 0):.6f}, R(x,y,z2) = {abs(R_usum[idx(1,1), idx(1,-1), idx(2,0)]):.6f}")
print(f"R(3 2,3 2,2 0) = {abs(R_quad[idx(3,2), idx(3,2), idx(2,0)]):.6f} (allowed by rules)")
print("examples (dimensionless):")
for name, t in [("xy,x,y", [(2, -2), (1, 1), (1, -1)]), ("x2-y2,y,y", [(2, 2), (1, -1), (1, -1)]),
                ("xz,x,z", [(2, 1), (1, 1), (1, 0)]), ("4 -4,xy,x2-y2", [(4, -4), (2, -2), (2, 2)]),
                ("3 3,xy,y", [(3, 3), (2, -2), (1, -1)])]:
    (l1, m1), (l2, m2), (l3, m3) = t
    pre = sqrt((2 * l1 + 1) * (2 * l2 + 1) * (2 * l3 + 1) / (4 * pi))
    ii = tuple(idx(*s) for s in t)
    print(f" ({name}) pref {pre:.6f} 3j0 {threej(l1, l2, l3, 0, 0, 0):+.6f} "
          f"3jm {threej(l1, l2, l3, abs(m1), -abs(m2), -abs(m3)):+.6f}")
    print(f"   T {polar_factor(t):+.6f} Phi {phi_factor((m1, m2, m3)):+.6f} "
          f"R {R_form[ii]:+.6f} quad {R_quad[ii]:+.6f}")
ev = constants.physical_constants['Hartree energy in eV'][0]
print(f"d shell: alpha = {alpha:.1f} bohr^-2, N = {Nd:.6f} bohr^-7/2, 1 hartree = {ev:.6f} eV")
for k in F:
    print(f"F^{k} = {F[k]:.8f} hartree = {F[k] * ev:.4f} eV")
print(f"F^4/F^2 = {F[4] / F[2]:.6f}")
print(f"A = {A:.8f}, B = {B:.8f}, C = {C:.8f} hartree")
print(f"(k,q) contributing to xy * x2-y2: {contrib}")
print("integral: coefficients of F0, F2/49, F4/441; formula, pyscf in hartree")
for name, q in [("U(a,a)", (xy, xy, xy, xy)), ("J(xy,x2-y2)", (xy, xy, x2, x2)),
                ("J(z2,xz)", (z2, z2, xz, xz)), ("J(xy,xz)", (xy, xy, xz, xz)),
                ("J(z2,xy)", (z2, z2, xy, xy)), ("K(xy,x2-y2)", (xy, x2, xy, x2)),
                ("K(z2,xz)", (z2, xz, z2, xz)), ("K(xy,xz)", (xy, xz, xy, xz)),
                ("K(z2,xy)", (z2, xy, z2, xy)), ("(xz xz|z2 x2-y2)", (xz, xz, z2, x2))]:
    print(f" {name}: {coef[0][q]:.0f}, {49 * coef[2][q]:+.5f}, {441 * coef[4][q]:+.5f}; "
          f"{eri[q]:+.8f}, {ref[q]:+.8f}")
print(f"U(a,a) = {eri[xy, xy, xy, xy] * ev:.4f} eV, K(xy,x2-y2) = {eri[xy, x2, xy, x2] * ev:.4f} eV")
print(f"(xz xz|z2 x2-y2)/B = {eri[xz, xz, z2, x2] / B:+.6f}")
print(f"nonzero d integrals = {(abs(ref) > 1e-9).sum()} of {ref.size}; f = {(abs(ref_f) > 1e-9).sum()} of {ref_f.size}")
print(f"max error vs pyscf: d {abs(eri - ref).max():.1e}, f {abs(eri_f - ref_f).max():.1e} hartree")
print("tests ok")
```

Output:

```
l max = 6, ordered triples = 117649
allowed by rules = 6586, nonzero = 6460, extra zeros = 126
nonzero R with m1+m2+m3 != 0: 5154
smallest nonzero |R| = 7.113e-03
max error vs quadrature: G 2.5e-15, R 1.8e-15
max asymmetry of <Y1|Y2|Y3> under 1<->2 = 0.360342
max |Im h| cancelled for odd sine number = 0.141047
G(1 1,1 -1,2 0) = 0.126157, R(x,y,z2) = 0.000000
R(3 2,3 2,2 0) = 0.000000 (allowed by rules)
examples (dimensionless):
 (xy,x,y) pref 1.892349 3j0 +0.365148 3jm +0.447214
   T +0.309019 Phi +0.707107 R +0.218510 quad +0.218510
 (x2-y2,y,y) pref 1.892349 3j0 +0.365148 3jm +0.447214
   T +0.309019 Phi -0.707107 R -0.218510 quad -0.218510
 (xz,x,z) pref 1.892349 3j0 +0.365148 3jm -0.316228
   T +0.218510 Phi +1.000000 R +0.218510 quad +0.218510
 (4 -4,xy,x2-y2) pref 4.231422 3j0 +0.239046 3jm +0.333333
   T +0.337168 Phi +0.707107 R +0.238414 quad +0.238414
 (3 3,xy,y) pref 2.890611 3j0 -0.292770 3jm +0.377964
   T +0.319865 Phi -0.707107 R -0.226179 quad -0.226179
d shell: alpha = 1.0 bohr^-2, N = 2.609332 bohr^-7/2, 1 hartree = 27.211386 eV
F^0 = 0.70993856 hartree = 19.3184 eV
F^2 = 0.42784377 hartree = 11.6422 eV
F^4 = 0.29619953 hartree = 8.0600 eV
F^4/F^2 = 0.692308
A = 0.67702750, B = 0.00537323, C = 0.02350790 hartree
(k,q) contributing to xy * x2-y2: [(4, -4)]
integral: coefficients of F0, F2/49, F4/441; formula, pyscf in hartree
 U(a,a): 1, +4.00000, +36.00000; +0.76904413, +0.76904413
 J(xy,x2-y2): 1, +4.00000, -34.00000; +0.72202834, +0.72202834
 J(z2,xz): 1, +2.00000, -24.00000; +0.71128187, +0.71128187
 J(xy,xz): 1, -2.00000, -4.00000; +0.68978893, +0.68978893
 J(z2,xy): 1, -4.00000, +6.00000; +0.67904246, +0.67904246
 K(xy,x2-y2): 0, +0.00000, +35.00000; +0.02350790, +0.02350790
 K(z2,xz): 0, +1.00000, +30.00000; +0.02888113, +0.02888113
 K(xy,xz): 0, +3.00000, +20.00000; +0.03962760, +0.03962760
 K(z2,xy): 0, +4.00000, +15.00000; +0.04500084, +0.04500084
 (xz xz|z2 x2-y2): 0, -3.46410, +17.32051; -0.01861343, -0.01861343
U(a,a) = 20.9268 eV, K(xy,x2-y2) = 0.6397 eV
(xz xz|z2 x2-y2)/B = -3.464102
nonzero d integrals = 129 of 625; f = 453 of 2401
max error vs pyscf: d 3.3e-16, f 4.4e-16 hartree
tests ok
```
